\section*{Vertical-Mode Leakage in Tall Silicon Ribs, and Where It Fails}

\section{Result}

A silicon rib several wavelengths high has several vertical modes if its column is regarded as an infinitely wide slab. Most of them need not be guided by the rib. Beside the rib lies a thinner silicon slab, and a rib mode is certain to be bound only if its index exceeds that of the fundamental slab mode. A shallow etch leaves a thick slab with a high index, and the higher vertical modes then fall below it and can radiate sideways.

Let the rib have height $H$ and width $W$, and the side slabs height $h$. Let $N_m(d)$ be the index of mode $m=0,1,\ldots$ of a uniform slab of thickness $d$, and $k=2\pi/\lambda$. In the scalar model below, exactly one mode lies above the slab continuum if
\begin{align}
N_1(H)&<N_0(h), \label{vertical}\\
W&<\frac{\pi}{k\sqrt{N_0(H)^2-N_0(h)^2}}. \label{lateral}
\end{align}
The first condition limits the etch depth, the second the width.

This counts the modes above the slab continuum. It does not say how fast the others disappear. The rib is \emph{effectively} single-mode only if every higher mode that is excited leaks away over a length much shorter than the device. In the example below the second vertical mode loses about $1300$ dB/cm, but the third loses less than $2$ dB/cm. An open route into the slab is necessary for leakage; the coupling to it must also be large.

\section{Model and vertical confinement}

The rib and slab have index $n$ and share a flat bottom at $y=0$. The cladding, of index $n_c$, fills the rest of space. Fields vary as $e^{i(\beta z-\omega t)}$, and the transverse field obeys
\begin{equation}
\nabla_\perp^2\psi+k^2n(x,y)^2\psi=\beta^2\psi,
\label{wave}
\end{equation}
with $\psi$ and its gradient continuous. This describes one polarization at a time and neglects the jump of the normal electric field at the sidewalls. The mode index is $\beta/k$.

For a uniform slab, $0<y<d$, define
\begin{equation}
\kappa^2=k^2n^2-\beta^2,\qquad \gamma^2=\beta^2-k^2n_c^2 .
\end{equation}
Inside, $\psi=\cos(\kappa y-\varphi)$; outside it decays at rate $\gamma$. Continuity of $\psi'/\psi$ at the bottom gives $\kappa\tan\varphi=\gamma$. At the top it gives $\kappa\tan(\kappa d-\varphi)=\gamma$. The two angles therefore differ by a multiple of $\pi$:
\begin{equation}
\kappa d=m\pi+2\arctan(\gamma/\kappa).
\end{equation}
Let $\gamma_0=k\sqrt{n^2-n_c^2}$, so that $\kappa^2+\gamma^2=\gamma_0^2$. Since $\arctan(\gamma/\kappa)=\pi/2-\arcsin(\kappa/\gamma_0)$,
\begin{equation}
\kappa d=(m+1)\pi-2\arcsin(\kappa/\gamma_0).
\end{equation}
For a thick slab and low order, $\kappa\ll\gamma_0$ and the arcsine equals its argument to leading order. Hence
\begin{equation}
\kappa\simeq\frac{(m+1)\pi}{d_e},\qquad d_e=d+\frac{2}{\gamma_0}.
\label{hard}
\end{equation}
The slab acts like a hard-walled layer, enlarged by one penetration depth at each face.

Write $H_e=H+2/\gamma_0$ and $h_e=h+2/\gamma_0$. A larger $\kappa$ means a smaller index, so condition (\ref{vertical}) becomes
\begin{equation}
\frac{2\pi}{H_e}>\frac{\pi}{h_e}
\quad\Longrightarrow\quad h_e>\frac{H_e}{2}.
\label{half}
\end{equation}
The second mode of the column fits two half-waves into $H_e$; the first mode of the slab fits one into $h_e$. If the slab is more than half as high as the rib, its single half-wave is the longer one. The absolute height drops out, apart from the penetration depth, which is why a rib of several micrometres can qualify.

\section{Lateral confinement: counting the bound modes}

\subsection{The open channel}

Outside the rib, expand the field in the modes $\chi_j(y)$ of the side slab. Each part varies as $e^{iq_j|x|}$, with
\begin{equation}
q_j^2=k^2N_j(h)^2-\beta^2 .
\label{q}
\end{equation}
If $\beta>kN_0(h)$, all $q_j$ are imaginary and the field decays. If $\beta<kN_0(h)$, $q_0$ is real and the fundamental slab mode can carry power away. The threshold is $\Lambda=k^2N_0(h)^2$.

\subsection{At most one bound mode}

Define
\begin{equation}
Q[\psi]=\int\left(k^2n^2|\psi|^2-|\nabla_\perp\psi|^2\right)dx\,dy .
\end{equation}
By the variational principle, the number of bound modes above $\Lambda$ is the largest dimension of a space of trial functions on which $Q[\psi]>\Lambda\int|\psi|^2$. Now allow the trial functions to jump at $x=\pm W/2$, without counting a gradient across the jump. This enlarges the set of functions, so the number cannot fall.

In the outer regions the vertical part of $Q$ is at most $\Lambda\int|\psi|^2$, since $N_0(h)$ is the highest slab index. The term $-|\partial_x\psi|^2$ can only lower it. These regions contribute nothing above $\Lambda$.

The inner region separates. Free ends give zero slope at $x=\pm W/2$, so the lateral functions are $\cos[j\pi(x+W/2)/W]$, $j=0,1,\ldots$, and the eigenvalues are
\begin{equation}
k^2N_m(H)^2-\left(\frac{j\pi}{W}\right)^2 .
\label{count}
\end{equation}
The number of these above $\Lambda$ is an upper limit on the number of bound modes. Condition (\ref{vertical}) removes all $m\geq1$. For $m=0$, condition (\ref{lateral}) removes all $j\geq1$. One is left.

\subsection{At least one bound mode}

Take the normalized slab mode $\chi_0(y)$ and the trial function $\psi=\chi_0(y)e^{-a|x|}$. Then $\int|\psi|^2=1/a$ and $\int|\partial_x\psi|^2=a$. The rib adds silicon between $y=h$ and $y=H$. With
\begin{equation}
C=k^2(n^2-n_c^2)\int_h^H\chi_0^2\,dy>0,
\end{equation}
one finds
\begin{equation}
Q[\psi]-\Lambda\int|\psi|^2
=-a+C\int_{-W/2}^{W/2}e^{-2a|x|}dx
=-a+C\,\frac{1-e^{-aW}}{a}.
\end{equation}
As $a\to0$ this tends to $CW>0$. A state therefore exists above the continuum, for any $W>0$. Together with the upper limit this proves that there is exactly one.

\subsection{The width limit}

Inserting (\ref{hard}) in (\ref{lateral}), and using $k^2N^2=k^2n^2-\kappa^2$,
\begin{equation}
W<\frac{\pi}{\sqrt{(\pi/h_e)^2-(\pi/H_e)^2}}
=\frac{h_e}{\sqrt{1-(h_e/H_e)^2}} .
\label{width}
\end{equation}
A shallower etch permits a wider rib. This limit is sufficient, not necessary, because cutting the plane could only raise the count. As $h\to H$ the limit grows without bound, but the lateral confinement of the fundamental mode vanishes too.

\section{Coupling: why the second mode leaves}

\subsection{Matching at the rib edge}

An open channel carries nothing unless the rib field drives it. Let $\phi_m(y)$ be the column modes and $\kappa_m^2=k^2N_m(H)^2-\beta^2$ their lateral wavenumbers squared. For a laterally even field, let $a_m$ be the amplitude of $\phi_m$ at the edge and $b_j$ that of $\chi_j$. Continuity of the field and of its slope gives
\begin{equation}
b_j=\sum_m O_{jm}a_m,\qquad
-\kappa_m\tan\!\left(\frac{\kappa_mW}{2}\right)a_m
=\sum_jO_{jm}\,iq_jb_j,
\label{match}
\end{equation}
where $O_{jm}=\int\chi_j\phi_m\,dy$. The sums include the cladding modes.

For the hard-wall functions, put $a=(m+1)\pi/H_e$ and $b=\pi/h_e$. Then
\begin{equation}
O_{0m}=\frac{2}{\sqrt{H_eh_e}}\int_0^{h_e}\sin(ay)\sin(by)\,dy .
\end{equation}
The integral is
\begin{equation}
\frac{\sin[(a-b)h_e]}{2(a-b)}-\frac{\sin[(a+b)h_e]}{2(a+b)} .
\end{equation}
Because $bh_e=\pi$, both sines equal $-\sin(ah_e)$, and
\begin{equation}
O_{0m}=-\frac{2b\,\sin(ah_e)}{\sqrt{H_eh_e}\,(a^2-b^2)} .
\label{overlap}
\end{equation}
For $m=1$ and $H_e/2<h_e<H_e$ this is not zero: the slab sees mainly the lower lobe of the second mode. For $m=2$ it vanishes at $h_e=2H_e/3$, a point that matters below.

\subsection{From lateral flux to loss}

Multiply (\ref{wave}) by $\psi^*$, integrate over $|x|<X$ and take the imaginary part. The terms $|\nabla_\perp\psi|^2$ and $k^2n^2|\psi|^2$ are real, so
\begin{equation}
\mathrm{Im}(\beta^2)\int_{|x|<X}|\psi|^2dx\,dy
=\int dy\,\Big[\mathrm{Im}(\psi^*\partial_x\psi)\Big]_{x=-X}^{x=X}.
\end{equation}
Outgoing waves make the right side positive, hence $\mathrm{Im}\,\beta>0$ and the power falls as $e^{-2\,\mathrm{Im}\beta\,z}$. The loss per length is $10\log_{10}(e)\times2\,\mathrm{Im}\,\beta$ in decibels.

\section{Worked example}

Take $H=3$ $\mu$m, $h=1.8$ $\mu$m, $W=2.2$ $\mu$m, $\lambda=1.55$ $\mu$m, $n=3.48$ and $n_c=1.44$. Then $k=4.054$ $\mu$m$^{-1}$ and $1/\gamma_0=0.078$ $\mu$m, so $H_e=3.156$ $\mu$m and $h_e=1.956$ $\mu$m. The slab equation gives
\begin{equation}
N_0(H)=3.4713,\quad N_0(h)=3.4574,\quad N_1(H)=3.4452 .
\end{equation}
Condition (\ref{vertical}) holds by $0.0122$. From (\ref{half}), the slab must be higher than $3.156/2-0.156=1.422$ $\mu$m. From (\ref{width}),
\begin{equation}
W<\frac{1.956}{\sqrt{1-(1.956/3.156)^2}}=2.49\ \mu\mathrm{m}.
\end{equation}
Both conditions are met. Diagonalizing (\ref{wave}) on a grid of 50 nm spacing gives one bound mode; its index, from (\ref{match}), is $3.4628$.

For an odd lateral field, $-\kappa_m\tan(\kappa_mW/2)$ in (\ref{match}) is replaced by $\kappa_m\cot(\kappa_mW/2)$. Solving the equations at $\beta=kN_0(h)$ then places the true scalar cutoff of the second bound mode at $W=3.34$ $\mu$m. The simple limit is thus conservative by about a quarter of the true value.

\subsection{The second vertical mode}

With 80 sine functions for the vertical dependence, (\ref{match}) has a root at
\begin{equation}
\beta/k=3.4340+0.00373\,i .
\end{equation}
Its real part lies below $N_0(h)$, and (\ref{q}) gives an outgoing wavenumber of $1.63$ $\mu$m$^{-1}$. The loss is
\begin{equation}
4.343\times2\times(4.054\times10^4\ \mathrm{cm}^{-1})\times0.00373
\simeq1.3\times10^3\ \mathrm{dB/cm}.
\end{equation}
The power falls by $1/e$ in $33$ $\mu$m, and by about $130$ dB in 1 mm. A separate grid calculation with absorbing outer regions gives a loss $0.7\%$ lower than the matching value.

\subsection{Separating the contributions}

\textbf{The channel.} Keep $H$ and $W$ fixed and vary the slab height:
\begin{center}
\begin{tabular}{cccc}
$h$ ($\mu$m) & $N_0(h)$ & second-mode index & loss (dB/cm)\\
0.9 & 3.402 & 3.432 & 0\\
1.5 & 3.448 & 3.436 & 1400\\
1.8 & 3.457 & 3.434 & 1310\\
2.1 & 3.463 & 3.434 & 780
\end{tabular}
\end{center}
At $h=0.9$ $\mu$m the mode lies above the slab index and is guided; the grid finds three bound modes in all. The mode index hardly moves down the table. What opens the channel is the rise of the slab index. Once the channel is open, the loss does not keep rising with slab height: it peaks at about $1460$ dB/cm near $h=1.6$ $\mu$m and then falls. Equation (\ref{overlap}) gives overlaps of $0.70$, $0.64$ and $0.50$ for the last three rows. This decrease favours a lower loss in thicker slabs, but the peak shows that the overlap alone does not fix the loss.

\textbf{The overlap.} Keep $H$, $h$ and $W$ fixed, but move the slab to mid-height. The structure is now symmetric about its horizontal midplane. The second column mode is odd and the fundamental slab mode even, so their overlap vanishes. The computed mode has index $3.433$, still below $N_0(h)=3.457$, yet its loss is zero to rounding error. It is a bound state inside the continuum, which the counting theorem does not exclude. The channel alone is therefore not the cause of leakage; the vertical asymmetry of the ordinary rib supplies the coupling.

\textbf{The width.} With $H$ and $h$ fixed, the loss is $1200$, $1310$, $1170$, $830$ and $320$ dB/cm at $W=1.6$, $2.2$, $2.8$, $3.4$ and $4.0$ $\mu$m. Interference is a plausible reason. If just $\phi_0$ and $\phi_1$ are kept inside the rib, the outgoing wave vanishes when their contributions to both its value and its slope cancel:
\begin{align}
O_{01}A_1\cos u_1+O_{00}A_0\cos u_0&=0,\\
O_{01}A_1\kappa_1\sin u_1+O_{00}A_0\kappa_0\sin u_0&=0,
\end{align}
where $u_m=\kappa_mW/2$ and $A_m$ are the amplitudes at $x=0$. Moving the $\phi_0$ terms to the right and dividing the second equation by the first gives $\kappa_1\tan u_1=\kappa_0\tan u_0$. At $W=2.2$ $\mu$m the two sides are about $3.2$ and $-2.5$ $\mu$m$^{-1}$, far from cancellation. That the fall towards $4$ $\mu$m is an approach to it remains a conjecture.

\subsection{The third vertical mode}

The grid calculation with absorbing outer regions and 50 nm spacing gives the third vertical mode a loss that rounds to $0$ dB/cm. So small a loss is sensitive to the grid; solving (\ref{match}) in a converged vertical basis gives $1.3$ dB/cm. In this model the mode thus keeps about three quarters of its power over a centimetre.

Equation (\ref{overlap}) shows part of the reason. Here $h_e/H_e=0.62$, close to the value $2/3$ at which the third mode has a node at the slab's effective top. With $a=2.986$ and $b=1.606$ $\mu$m$^{-1}$,
\begin{equation}
|O_{02}|=\frac{2(1.606)(0.428)}{2.485\,(8.92-2.58)}\simeq0.087,
\end{equation}
against $0.64$ for the second mode. The squared ratio, about $0.02$, would still suggest a loss of some $25$ dB/cm if all else were equal. The further suppression is not explained by this overlap; interference at the edges is again a conjecture. The low value is a narrow dip in slab height: at the same $H$ and $W$, (\ref{match}) gives about $85$, $15$, $1.3$ and $10$ dB/cm at $h=1.6$, $1.7$, $1.8$ and $1.85$ $\mu$m, although the overlap falls steadily across this range. Nor does the leakage vanish at $h_e=2H_e/3$. There the second slab mode has the same vertical wavenumber as the third column mode. The rib mode, whose index is lowered further by its lateral confinement, then lies below that slab mode, and a second channel is open.

The consequence is practical. The third column mode is even about mid-height, so even a vertically centred, symmetric input beam can excite it. Such a beam has no overlap with the second column mode, but the second rib mode also contains other column modes and is still weakly excited; that part leaks away quickly. This rib has one bound mode, but it is effectively single-mode only if the input leaves the third mode nearly empty. Modes of still higher order are not examined here and would have to meet the same demand. Moving $h_e$ towards $H_e/2$ raises $|O_{02}|$ to about $0.36$ by (\ref{overlap}). At $h=1.45$ $\mu$m and the same width the third-mode loss is about $320$ dB/cm, but the simple width limit (\ref{width}) drops to about $1.9$ $\mu$m, so the mode count must be checked again for the new shape.

\section{The model beside a real rib}

The dimensions are roughly those of thick silicon-on-insulator waveguides, and the indices are rough values for silicon and oxide near $1.55$ $\mu$m. The calculation used the scalar field of one polarization. For the other, the slab equation with the appropriate boundary condition leaves $N_0(h)-N_1(H)=0.0119$ and lowers the simple width limit to $2.29$ $\mu$m, still above $W$. Its fundamental rib index is estimated to lie $0.004$ to $0.005$ above the highest slab index, so that mode has no open channel either. On this estimate, ``single-mode'' means one mode per polarization.

Real sidewalls make the normal electric field jump. Treated as a narrowing of the rib by at most about $130$ nm, this changes the second-mode loss by $0.3\%$. The change is so small because the loss at $W=2.2$ $\mu$m happens to be near its maximum as a function of width; near $3.4$ $\mu$m, where the loss falls steeply, the same narrowing would matter more. A full vector calculation could also differ more. Uniform heating by $60$ K, with a rough index slope of $1.8\times10^{-4}$ K$^{-1}$, changes the index margin by $4\times10^{-5}$, against $0.0122$. At $1.31$ $\mu$m, with the same indices, the simple width limit is $2.45$ $\mu$m. Across 1 $\mu$m of buried oxide the fundamental mode's power density falls by a factor of about $10^{-11}$, so little reaches the substrate.

The assumption most open to failure is that the side slabs extend without end. A trench or a neighbouring rib can reflect the leaked light, and the loss then depends on its distance, which was not computed here. Bends, roughness and sloping walls are also left out. As a design rule for a straight rib with wide side slabs, conditions (\ref{vertical}) and (\ref{lateral}) secure exactly one mode above the slab continuum in the scalar model; the other polarization must meet them with its own slab indices, and its fundamental mode must also lie above the highest slab index of either polarization, because real sidewalls couple the two. This last demand can fail for a narrow rib or a very shallow etch: at $H=3$ $\mu$m and $h=2.9$ $\mu$m even the column index of the second polarization lies below the slab index of the first. The leakage of each higher mode that the input can excite must then be found separately.
